# Four-Probe Resistance of Two Coupled Sheets and Recovery of Interface Resistance

## Scaling and the form of the answer

Two uniform conducting sheets lie one above the other, joined by a resistive interface. Four probes stand on the top sheet in a line with equal pitch $x$. Current $I$ enters at the first and leaves at the fourth; the voltage between the second and third, divided by $I$, is the resistance $R(x)$. The available parameters are the sheet resistances $R_T$ (top) and $R_B$ (bottom), in ohms per square, and the interface resistance-area product $RA$, here in $\Omega\,\mu\mathrm{m}^2$. The symbol $RA$ denotes one quantity.

Only ohms and lengths occur, so

$$R(x)=R_T\,F\!\left(\frac{R_B}{R_T},\frac{x^2R_T}{RA}\right).$$

Multiplying every pitch by $c$ and $RA$ by $c^2$ leaves the resistance unchanged. A measurement at one pitch cannot separate three parameters; a series of pitches supplies the missing information. If the true pitch is $cx$ but $x$ is recorded, the analysis returns $RA/c^2$ and the correct sheet resistances: a pitch too large by 1 % lowers the inferred $RA$ by about 2 %.

The model assumes unbounded sheets, small contacts, an ohmic interface, and films thin compared with the pitch and with the decay length found below. Vertical film resistance is neglected beside $RA$.

## Potential of one current source

Let $V_T$ and $V_B$ be the sheet potentials and $u=V_T-V_B$. The current per unit width in the top sheet is $-\nabla V_T/R_T$. Its divergence equals the injected current minus the current lost through the interface:

$$-\frac{\nabla^2V_T}{R_T}=I\delta(\mathbf r)-\frac{u}{RA},\qquad -\frac{\nabla^2V_B}{R_B}=\frac{u}{RA}.$$

Multiply the first equation by $-R_T$, the second by $-R_B$, and subtract:

$$\nabla^2u=\frac{R_T+R_B}{RA}u-IR_T\delta(\mathbf r)
=\frac{u}{\lambda^2}-IR_T\delta(\mathbf r),$$

$$\lambda=\sqrt{\frac{RA}{R_T+R_B}}.$$

Away from the source, $u''+u'/r-u/\lambda^2=0$. Its solutions are the modified Bessel functions $I_0(r/\lambda)$, which grows, and $K_0(r/\lambda)$, which decays. Thus $u=CK_0(r/\lambda)$. Integrating the equation over a small disc gives $2\pi r\,u'\to-IR_T$, since the integral of $u/\lambda^2$ vanishes with the disc. Because $K_0(z)\simeq-\ln z$ plus a constant at small $z$, $r\,u'\to-C$. Hence

$$u(r)=\frac{IR_T}{2\pi}K_0(r/\lambda).$$

A second combination removes the interface current. Adding the two balance equations gives

$$\nabla^2w=-I\delta(\mathbf r),\qquad w=\frac{V_T}{R_T}+\frac{V_B}{R_B}.$$

The radial solution satisfies $2\pi r w'=-I$, so $w=-(I/2\pi)\ln r$ plus a constant. Insert $V_B=V_T-u$ into the definition of $w$:

$$V_T\left(\frac1{R_T}+\frac1{R_B}\right)=w+\frac{u}{R_B}.$$

With the parallel sheet resistance $R_p=R_TR_B/(R_T+R_B)$, this becomes

$$V_T(r)=\frac{IR_p}{2\pi}\left[-\ln r+\frac{R_T}{R_B}K_0(r/\lambda)\right]+\text{constant}.$$

The logarithm describes both sheets carrying current in parallel. The Bessel term describes the excess voltage before the current has redistributed. The current crossing the interface within radius $r$ is

$$I_c(r)=\int_0^r\frac{u(s)}{RA}2\pi s\,ds
=\frac{IR_T\lambda^2}{RA}\int_0^{r/\lambda}zK_0(z)\,dz.$$

Since $d[zK_1(z)]/dz=-zK_0(z)$ and $zK_1(z)\to1$ at zero,

$$I_c(r)=I\frac{R_T}{R_T+R_B}\left[1-\frac r\lambda K_1\!\left(\frac r\lambda\right)\right].$$

The prefactor is the bottom sheet's share in an ordinary parallel divider.

## Four probes and the two limits

Write $W(r)=V_T(r)/I$ and let $d_{ij}$ be the distance between probes $i$ and $j$. The source is probe 1 and the sink probe 4, so the voltages at probes 2 and 3, per unit current, are $W(d_{12})-W(d_{24})$ and $W(d_{13})-W(d_{34})$. Their difference is

$$R=W(d_{12})-W(d_{13})-W(d_{24})+W(d_{34}).$$

The additive constant cancels. At equal pitch $R=2[W(x)-W(2x)]$, and therefore

$$\boxed{R(x)=\frac{R_p}{\pi}\left[\ln2+\frac{R_T}{R_B}g(x/\lambda)\right]},\qquad g(z)=K_0(z)-K_0(2z).$$

For $z\gg1$, $g(z)\simeq\sqrt{\pi/(2z)}\,e^{-z}$, and $R\to R_p\ln2/\pi$. The interface is then invisible except through an exponentially small term.

For $z\ll1$, put $L=\ln(z/2)+\gamma$, where $\gamma$ is Euler's constant. The expansion $K_0(z)=-L(1+z^2/4)+z^2/4+\cdots$, used again with $L+\ln2$ at argument $2z$, gives

$$g(z)=\ln2+z^2\left(\tfrac34L+\ln2-\tfrac34\right)+\cdots .$$

The leading resistance is $(R_p/\pi)(1+R_T/R_B)\ln2=R_T\ln2/\pi$. For the correction, $R_pR_T/R_B=R_T^2/(R_T+R_B)$ and $z^2=x^2(R_T+R_B)/RA$, so

$$R\simeq\frac{R_T\ln2}{\pi}-\frac{R_T^2x^2}{\pi RA}\left[\tfrac34-\ln2-\tfrac34\left(\ln\frac{x}{2\lambda}+\gamma\right)\right].$$

At this order $R_B$ enters only through the logarithm of $\lambda$. Short pitches are therefore sensitive mainly to $R_T$ and separate $RA$ from $R_B$ poorly.

A noise-free curve known at all pitches fixes all three parameters. Its limits give $R_T$ and $R_p$, and then $1/R_B=1/R_p-1/R_T$. Moreover,

$$zg'(z)=2zK_1(2z)-zK_1(z)<0,$$

because $zK_1(z)$ decreases. One intermediate value of $R$ thus fixes $\lambda$, and $RA=\lambda^2(R_T+R_B)$. This argument does not guarantee a unique fit to a finite, noisy set of pitches.

## Discretization error of an independent solution

A resistor network solves the same balance equations without Bessel functions. Its rings are equally spaced by $h$ in $\ln r$. The resistance between neighbouring rings in a sheet of resistance $R_s$ is $\int R_s\,dr/(2\pi r)=R_sh/(2\pi)$, and each ring is joined to its partner by a conductance equal to its area divided by $RA$. The grid runs from 0.001 to 1000 µm, with both sheets grounded at the outer end.

For $R_T=20$ Ω/sq, $R_B=2.5$ Ω/sq and $RA=100$ Ω µm², and pitches from 1.5 to 20 µm, the largest relative deviation from the formula is $5.7\times10^{-5}$, $1.4\times10^{-5}$ and $3.5\times10^{-6}$ with 700, 1400 and 2800 rings. Each halving of $h$ reduces it about fourfold, as expected for second-order discretization. A second test, with 3 Ω/sq, 12 Ω/sq and 40 Ω µm², agreed within $5\times10^{-5}$ on the finest grid.

## Inversion algorithm

Let $d_i$ be the resistance measured at pitch $x_i$.

1. Choose a trial $\lambda$. The model is then linear in $A=R_p$ and $B=R_pR_T/R_B$. Minimize
$$\sum_i\left[\frac{A\ln2+Bg(x_i/\lambda)}{\pi d_i}-1\right]^2.$$
2. Repeat over a geometric grid of $\lambda$ and keep the best solution with $A,B>0$. With $q=B/A=R_T/R_B$, the definition of $R_p$ gives $R_p=R_T/(1+q)$. Hence $R_T=A(1+q)$, $R_B=R_T/q$ and $RA=\lambda^2(R_T+R_B)$.
3. From this start, minimize the relative residuals over $\ln R_T$, $\ln R_B$ and $\ln RA$. Logarithms keep the parameters positive and make their errors relative.
4. Compute the standard deviation $\sigma_i$ of each datum from this fit, and repeat the minimization with residuals $[R(x_i)-d_i]/\sigma_i$.

The standard deviation includes probe placement. Put $a=W'(x)$ and $b=W'(2x)$. Differentiating the four-distance formula with respect to the positions of probes 1 to 4 along the line gives

$$-a+b,\quad a+b,\quad -a-b,\quad a-b.$$

Their sum is zero, as translation invariance requires. The sum of their squares is $2(a-b)^2+2(a+b)^2=4(a^2+b^2)$. For independent position errors of standard deviation $\delta$, relative electrical noise $\epsilon$, and $N$ independent landings,

$$\sigma^2=\frac1N\left\{4\delta^2\left[W'(x)^2+W'(2x)^2\right]+\epsilon^2R^2\right\}$$

to leading order in $\delta/x$.

Let $J$ contain the derivatives of $R(x_i)/\sigma_i$ with respect to the logarithmic parameters. For small normalized noise $\eta$, the least-squares condition gives a parameter error $(J^TJ)^{-1}J^T\eta$. Since $\eta$ has unit covariance, the parameter covariance is $(J^TJ)^{-1}$. Errors shared by all landings, such as a wrong pitch scale, are not included.

## Two cobalt films with an oxidized interface

The example has a 10 nm top film of hcp cobalt with resistivity 20 µΩ cm and a 40 nm bottom film with 10 µΩ cm. These are rough thin-film values. Dividing resistivity by thickness gives $R_T=20$ Ω/sq and $R_B=2.5$ Ω/sq. With $RA=100$ Ω µm²,

$$R_p=\frac{20\times2.5}{22.5}=2.222\ \Omega/\text{sq},\qquad
\lambda=\sqrt{\frac{100}{22.5}}=2.108\ \mu\mathrm m.$$

For an isolated source, 88.9 % of the injected current crosses to the bottom sheet in total, 35.4 % within one decay length of the source. A nearby sink reduces these shares.

At the shortest pitch, 1.5 µm, $x/\lambda=0.712$ and $g=0.648-0.236=0.412$. Hence

$$R=\frac{2.222}{\pi}(0.693+8\times0.412)=2.82\ \Omega.$$

The synthetic data come from the resistor network. Each is the mean of 25 landings with 10 nm position errors per probe and 0.2 % electrical noise. Four of the nine pitches show the trend:

| Pitch (µm) | Datum (Ω) | $\sigma$ (Ω) | Fit (Ω) |
|---:|---:|---:|---:|
| 1.5 | 2.8133 | 0.0069 | 2.8199 |
| 4 | 1.1420 | 0.0013 | 1.1426 |
| 10 | 0.5177 | 0.0003 | 0.5178 |
| 20 | 0.4905 | 0.0002 | 0.4904 |

At 1.5 µm electrical noise alone would give $0.002\times2.82/5=0.0011$ Ω, so placement dominates the 0.0069 Ω. At 20 µm it would give 0.0002 Ω, nearly all of the uncertainty.

The scan uses 40 values of $\lambda$ from 0.3 to 60 µm and finds one local minimum. It starts the refinement at 21.08 Ω/sq, 2.522 Ω/sq and 95.3 Ω µm². These correspond to $\lambda=2.01$ µm; neighbouring trial values differ by about 15 %, so an offset of this size is expected. The refined values are

$$R_T=19.96\pm0.04\ \Omega/\text{sq},\qquad R_B=2.500\pm0.001\ \Omega/\text{sq},$$

$$RA=100.1\pm0.1\ \Omega\,\mu\mathrm m^2=1.001\times10^{-6}\ \Omega\,\mathrm{cm}^2.$$

The uncertainties are one standard deviation of the random noise. Chi-square is 2.64 for six degrees of freedom, about one standard deviation below its mean, since its standard deviation is $\sqrt{12}$.

The bottom resistance is the best determined in relative terms. At long pitch $R_p$ is measured, and differentiating $1/R_p=1/R_T+1/R_B$ gives

$$\frac{dR_p}{R_p}=\frac19\,d\ln R_T+\frac89\,d\ln R_B.$$

At fixed $R_p$, a rise in $R_T$ requires a fall in $R_B$ one eighth as large in relative terms. This contributes to their correlation of $-0.46$. The top resistance is less certain: it enters $R_p$ with a weight of only one ninth, and the short pitches, which are more sensitive to it, have larger relative errors (0.24 % at 1.5 µm against 0.04 % at 20 µm).

In 200 repeated synthetic experiments the relative scatters of $R_T$, $R_B$ and $RA$ are 0.207, 0.039 and 0.102 %. Linear theory predicts 0.213, 0.036 and 0.102 %. The mean logarithmic biases are at most 0.013 %, small beside the scatter of one experiment.

## Range in which the interface can be measured

With the films, pitches and noise held fixed, changing $RA$ gives these predicted standard deviations of $\ln RA$:

| $RA$ (Ω µm²) | Standard deviation |
|---:|---:|
| 1 | 7.93 |
| 10 | 0.0043 |
| 100 | 0.0010 |
| $10^4$ | 0.0070 |
| $10^6$ | 0.43 |

The entry 7.93 means failure of the linear error theory and no useful determination; it is not an error bar. At $RA=1$ Ω µm², $\lambda=0.21$ µm and the shortest pitch is $7.1\lambda$. The asymptotic form of $g$ makes the interface term about 0.4 % of $R$ there, and it falls exponentially at longer pitch. Practically one small signal remains for two unknowns, $R_T$ and $\lambda$. At $10^6$ Ω µm², $\lambda=211$ µm exceeds every pitch, and the logarithmic degeneracy between $RA$ and $R_B$ appears: their correlation is $-0.997$ and the predicted standard deviation of $\ln R_B$ is about 16, so the entry 0.43 also lies outside the range of the linear theory.

A clean metal liner with a rough $RA$ of 0.01 Ω µm² has $\lambda=21$ nm. The model's interface term at 1.5 µm is $2\times10^{-31}$ of the long-pitch limit $R_p\ln2/\pi$. That number has no quantitative meaning, since $\lambda$ is comparable with the film thicknesses. The scale of vertical film resistance, $R_Tt_T^2+R_Bt_B^2=0.006$ Ω µm² for thicknesses $t_T,t_B$, is also comparable with $RA$. Even adding all of it to $RA$ gives a decay length of only 27 nm, so pitches of micrometres remain unsuitable.

## Systematic errors in a real film stack

The chosen $RA$ is in the regime of a subnanometre oxide barrier. For barrier width $d$ and height $\phi$ in volts, the Simmons formula is

$$j(V)=\frac{e^2}{2\pi hd^2}\left[f\!\left(\phi-\tfrac V2\right)-f\!\left(\phi+\tfrac V2\right)\right],\quad f(y)=ye^{-\kappa\sqrt y},$$

with $\kappa=4\pi d\sqrt{2m_ee}/h$. Here $h$ is Planck's constant, not the grid spacing, $m_e$ is the electron mass, and $e$ is the elementary charge except as the base of the exponential. Its low-bias slope is $-e^2f'(\phi)/(2\pi hd^2)$, where $-f'(\phi)=(\kappa\sqrt\phi/2-1)e^{-\kappa\sqrt\phi}$. For 0.8 nm and 1 V this gives $RA=122$ Ω µm². The formula is itself approximate for so thin a barrier: integrating the WKB transmission of the same rectangular barrier over transverse momentum gives 82 Ω µm². Both omit the prefactor from matching the wave functions at the barrier edges; the exact transmission between free-electron electrodes with Fermi energies of 1 to 10 eV gives 22 to 49 Ω µm². All are order-of-magnitude estimates for an idealized barrier, not predictions for a particular cobalt oxide.

The cobalt films may break the assumption of in-plane isotropy when magnetized. Suppose both sheets have the same ratio $R_x/R_y$, with the probes along $x$. Define

$$X=x(R_x/R_y)^{1/4},\qquad Y=y(R_y/R_x)^{1/4}.$$

Then $\partial_x^2/R_x+\partial_y^2/R_y=(\partial_X^2+\partial_Y^2)/\sqrt{R_xR_y}$, while $dX\,dY=dx\,dy$ leaves the source and interface terms unchanged. The pitch is effectively multiplied by $(R_x/R_y)^{1/4}$, and by the scaling law the isotropic fit returns $RA\sqrt{R_y/R_x}$. A Fourier quadrature of the anisotropic equations at $R_x/R_y=2.25$ agreed with the stretched-pitch formula within $10^{-6}$ at 1.5 and 5 µm. An assumed ratio of 1.02, a rough size for magnetized cobalt, shifts $RA$ by $-0.99$ %, ten times the random error. Repeated landings do not reduce this shift. The stretching argument needs equal ratios. With a ratio of 1.02 in the top sheet only, the isotropic fit shifts $RA$ by $-1.17$ %, $R_T$ by $+0.16$ % and $R_B$ by $-0.10$ % relative to $\sqrt{R_xR_y}$; with 1.02 in the bottom sheet only, the shifts are $+0.19$, $-0.16$ and $+0.09$ %. Neither case raises chi-square by more than one. The resistivity of hcp cobalt also depends on crystal direction, so films with their hexagonal axes aligned in the plane can have a larger ratio; a ratio of 1.2 would shift $RA$ by $-8.7$ %.

The other estimates, for a current of 0.1 mA and contacts of 50 nm radius, are:

- **Contact size.** The scale $(\text{radius}/\text{pitch})^2$ is $1.1\times10^{-3}$ at 1.5 µm. This is an order of magnitude. If the contacts short the top film completely, their induced dipoles lower $R$ at 1.5 µm by $1.8\times10^{-3}$, which shifts $R_T$ by $-0.16$ %, comparable with its random error, and $RA$ by only $-0.02$ %.
- **Film thickness.** Solving Laplace's equation through both films changes the top-surface response at wavenumber $1/(1.5\ \mu\mathrm m)$ by $3.3\times10^{-5}$.
- **Sample edge.** For probes centred on an insulated disc of 5 mm radius, image currents change $R$ at 20 µm by $3.5\times10^{-5}$.
- **Bias.** The interface voltage at the contact edge is $IR_TK_0(0.05/2.108)/(2\pi)=1.23$ mV. The barrier field is 0.015 MV/cm, far below the several MV/cm that roughly marks oxide breakdown. The Simmons ratio $j/V$ changes by $8\times10^{-7}$, and $dj/dV$ by three times that.
- **Heating.** A 10 Ω contact in series with the top film's spreading resistance out to one pitch, $R_T\ln(1.5/0.05)/(2\pi)=10.8$ Ω, dissipates 0.21 µW. All of it is assigned to the contact. On glass of conductivity 1.4 W/(m K), neglecting heat spreading in the films, the rise is 0.74 K at the contact and 0.016 K one pitch away.

Temperature of use matters more. A rough coefficient of 0.3 %/K changes the sheet resistances by 30 % over 100 K, and the ideal rectangular barrier gains 0.9 to 1.5 % in tunnel conductance between 300 and 400 K, depending on the approximation; a real oxide that also conducts through defects can change more. The recovered values belong to the temperature of measurement. They also belong to the magnetic state: two ferromagnetic films separated by a tunnel barrier can have an $RA$ that depends on the relative direction of their magnetizations, an effect outside this model that can far exceed the random error. For this stack and these pitches, and with the magnetic state held fixed, a pitch-scale error above about 0.05 %, or a ratio $R_x/R_y$ more than about 0.2 % from one in both sheets or in the top sheet alone, is enough by itself to shift $RA$ by more than its random error. Further averaging does not remove such a shift; the pitch scale and the in-plane anisotropy must be checked separately. The complete numerical output follows.

## Table of computed values

```
Film thickness top, bottom: 10, 40 nm
Resistivity top, bottom: 20, 10 uohm cm
True RT, RB: 20.00, 2.50 ohm/sq; RA: 100.0 ohm um2
Rp: 2.2222 ohm/sq; decay length: 2.1082 um
Network-formula max rel. deviation: 3.5e-06
Same on 700 and 1400 rings: 5.7e-05, 1.4e-05
Network shift, 1400 to 2800 rings: 1.1e-05
Current share crossing, total: 0.8889
Current share crossing within decay length: 0.3539
Landings: 25; position sd: 10 nm; electrical sd: 0.2 %
pitch um | data ohm | sd ohm | fit ohm | true-model ohm
  1.5   2.81333   0.00688   2.81990   2.82276
  2.0   2.32366   0.00450   2.32239   2.32402
  3.0   1.59406   0.00228   1.59273   1.59299
  4.0   1.14201   0.00132   1.14255   1.14230
  5.0   0.87450   0.00084   0.87396   0.87361
  7.0   0.62288   0.00044   0.62305   0.62283
 10.0   0.51771   0.00028   0.51783   0.51781
 14.0   0.49370   0.00023   0.49375   0.49383
 20.0   0.49050   0.00021   0.49037   0.49047
Scan start RT, RB, RA: 21.08, 2.522, 95.3
Local minima in decay-length scan: 1
Fitted RT: 19.964 +- 0.042 ohm/sq
Fitted RB: 2.500 +- 0.001 ohm/sq
Fitted RA: 100.080 +- 0.102 ohm um2
Fitted RA: 1.001e-06 ohm cm2
Chi-square: 2.64 for 6 degrees of freedom
Correlations RT-RB, RT-RA, RB-RA: -0.464, -0.278, -0.195
Repeated experiments: 200
Observed sd RT, RB, RA (%): [0.207 0.039 0.102]
Linear-theory sd RT, RB, RA (%): [0.213 0.036 0.102]
Mean log bias RT, RB, RA (%): [ 0.013 -0.003 -0.005]
RA 1 ohm um2: predicted sd of ln RA 7.93
RA 10 ohm um2: predicted sd of ln RA 0.00431
RA 100 ohm um2: predicted sd of ln RA 0.00102
RA 10000 ohm um2: predicted sd of ln RA 0.00704
RA 1000000 ohm um2: predicted sd of ln RA 0.434
Liner RA 0.01 ohm um2: decay length 21.1 nm
Liner relative signal at 1.5 um: 2.2e-31
Barrier 0.8 nm, 1.0 eV: tunnel RA 122 ohm um2
Current 0.1 mA; contact radius 50 nm
Interface voltage 1.23 mV; field 0.0154 MV/cm
Tunnel conductance change from bias: 8.2e-07
Tunnel conductance change 300 to 400 K: 1.46 %
Sheet change over 100 K at 0.3 %/K: 30 %
Film-thickness effect on kernel at k=1/(1.5 um): 3.3e-05
Contact-size scale (radius/pitch)^2: 1.1e-03
Edge effect, 5 mm sample radius, 20 um pitch: 3.5e-05
Contact 10 ohm, glass 1.4 W/(m K): power 0.208 uW
Heating at contact, at one pitch: 0.74, 0.0158 K
Anisotropy Rx/Ry 1.02: RA bias -0.99 %
```
